# Projector and orbital derivatives in PAW forces on a grid

**Q:** I am writing the force routine for a PAW code on a real-space grid. The energy depends on an atom's position $R$ through the overlaps $P_i=\int p_i(x-R)\,\psi(x)\,dx$, and integration by parts gives

$$\frac{\partial P_i}{\partial R}=-\int p_i'(x-R)\,\psi(x)\,dx=\int p_i(x-R)\,\psi'(x)\,dx .$$

I already have a finite-difference gradient for the orbitals, so I intend to use the second form. The two are the same force, aren't they?

**A:** For the integrals, yes: the boundary terms vanish in a periodic cell. But your code never evaluates those integrals. Its energy is a function of finitely many grid values, and the force should be the gradient of that function. Let us differentiate it and see which form appears.

I use Hartree atomic units and one dimension; in three, the argument holds for each Cartesian component. The points $x_g$ are fixed, with spacing $h$, in a periodic cell. Orbitals are real, occupations $f_n$ are fixed, and $\langle a|b\rangle=h\sum_g a_g b_g$. With $n_g=\sum_n f_n\psi_{n,g}^2$, take

$$E=\sum_n f_n\langle\psi_n|T\psi_n\rangle+h\sum_g v_g n_g+G[n]+\sum_a\Delta E_a(D^a).$$

Here $T$ is a symmetric kinetic matrix, $v$ is a sum of potentials that move with the atoms, and $G$ depends on positions only through $n$. The one-centre energy depends on

$$D^a_{ij}=\sum_n f_nP^a_{ni}P^a_{nj},\qquad P^a_{ni}=h\sum_g p_i(x_g-R_a)\,\psi_{n,g}.$$

The orbitals obey $\langle\psi_m|S\psi_n\rangle=\delta_{mn}$, with $S=1+\sum_a\sum_{ij}|p^a_i\rangle\Delta S_{ij}\langle p^a_j|$. A full PAW energy may also contain compensation charges and core densities that move with the atoms. They add explicit position derivatives of their own, which this energy leaves out.

**Q:** When an atom moves, the orbitals change too. Does their response enter the force?

**A:** It enters through the constraint, and can then be eliminated. Let a dot denote the total derivative with respect to $R_a$. Since $\Delta H_{ij}=\partial\Delta E/\partial D_{ij}$ is symmetric, the two terms in the derivative of $P_iP_j$ contribute equally. Varying the orbitals at fixed positions therefore changes the energy by $2\sum_n f_n\langle\dot\psi_n|H\psi_n\rangle$, where

$$H=T+v+v_G+\sum_a\sum_{ij}|p^a_i\rangle\Delta H^a_{ij}\langle p^a_j|,\qquad v_{G,g}=\frac1h\frac{\partial G}{\partial n_g}.$$

At self-consistency $H\psi_n=\varepsilon_nS\psi_n$. Differentiating the normalization gives

$$2\langle\dot\psi_n|S\psi_n\rangle+\langle\psi_n|(\partial S/\partial R_a)\psi_n\rangle=0 .$$

The orbital response thus contributes $-\sum_n f_n\varepsilon_n\langle\psi_n|(\partial S/\partial R_a)\psi_n\rangle$ to the energy derivative. Only the projectors in $S$ move, so this equals

$$-2\sum_n f_n\varepsilon_n\sum_{ij}\frac{\partial P_{ni}}{\partial R_a}\Delta S_{ij}P_{nj},$$

with $\partial P/\partial R_a$ taken at fixed orbital values. Adding the explicit dependence of $v$ and $\Delta E$, and reversing the sign, gives

$$F_a=-h\sum_g n_g\frac{\partial v_g}{\partial R_a}-2\sum_n f_n\sum_{ij}\frac{\partial P_{ni}}{\partial R_a}\left(\Delta H_{ij}-\varepsilon_n\Delta S_{ij}\right)P_{nj}.$$

At fixed $\psi_{n,g}$, the only thing left to differentiate in $P$ is the sampled function:

$$\frac{\partial P_{ni}}{\partial R_a}=-h\sum_g p_i'(x_g-R_a)\,\psi_{n,g}.$$

This is the analytic projector derivative. The fixed grid adds no further term; a grid that moved with the atoms would. An unconverged orbital would also spoil the elimination of the response.

**Q:** Surely the grid has its own integration by parts. Why can't I use that to recover my form?

**A:** It does, but it leads somewhere else. Your gradient is a matrix $D$, not to be confused with the density matrix $D^a_{ij}$. A centred stencil on a periodic grid is antisymmetric, so

$$h\sum_g p_{i,g}(D\psi)_g=-h\sum_g(Dp_i)_g\psi_g .$$

Your form is therefore the same as differentiating the projector *numerically*. Subtracting the exact derivative leaves

$$\left(\frac{\partial P_i}{\partial R}\right)_{\rm orb}-\left(\frac{\partial P_i}{\partial R}\right)_{\rm exact}=h\sum_g\left(p_i'-Dp_i\right)_g\psi_g .$$

So the choice between projector and orbital is not the essential one. What matters is whether you take the true derivative of the function you sampled. If the projector is stored as a spline, for example, you must differentiate that same spline.

**Q:** How large is the difference in an actual calculation?

**A:** Take a model with round parameters, representing no particular material. Two atoms sit at 4.07 and 7.23 bohr in a 12 bohr cell with $h=0.5$ bohr. Each has projectors $(1-u^2)^4$ and $u(1-u^2)^4$ for $|u|<1$, and zero outside, where $u=(x-R)/(1.3\ \text{bohr})$. Two electrons share one orbital. There is no $v$, no $G$ and no ion-ion repulsion. The derivative and kinetic matrices are fourth-order stencils. The one-centre energy is

$$\Delta E=\sum_{ij}K_{ij}D_{ij}+\tfrac12U(\operatorname{tr}D)^2,\qquad \Delta H_{ij}=K_{ij}+U\,\delta_{ij}\operatorname{tr}D .$$

The parameters are $K=\mathrm{diag}(-2,-1)$ and $U=0.3$ hartree, with $\Delta S=\mathrm{diag}(0.2,0.1)$.

On the left atom, A, the overlaps are $P_{\rm even}=0.508519$ and $P_{\rm odd}=0.002831$. Hence $\operatorname{tr}D=2(0.508519^2+0.002831^2)=0.5172$, which raises both diagonal elements of $\Delta H$ by $0.3\times0.5172=0.1552$. With $\varepsilon=-0.7529$ hartree, the diagonal elements of $\Delta H-\varepsilon\Delta S$ are

$$-2+0.15516+0.15058=-1.69426\approx-1.6943,\qquad -1+0.1552+0.0753=-0.7695 .$$

The prefactor is $2f=4$. With the analytic derivatives, $0.028015$ and $-0.075701$ per bohr,

$$F_A=-4\left[(0.028015)(-1.6943)(0.508519)+(-0.075701)(-0.7695)(0.002831)\right]=0.0959 .$$

With the orbital form, the derivatives are $0.025290$ and $-0.069383$ per bohr, and the same expression gives $0.0866$ hartree/bohr.

The referee is the energy itself. Five-point differences of fully reconverged energies give $0.09588694$ hartree/bohr, and the analytic form agrees to all printed digits. The orbital form is off by $-0.0093$ hartree/bohr, or $-0.48$ eV/Å, which is about 10% of the exact gradient.

**Q:** But look at the net force. My two forces cancel to rounding, while yours sum to $0.0132$ hartree/bohr. An isolated pair should not push itself along. Isn't mine the better force?

**A:** The cancellation is real, but it would occur whether or not the force matched the energy. In this model the projectors are the only position-dependent objects, and $G=0$. Summing your force over atoms assembles the projector parts of $H$ and $S$:

$$\sum_aF_a^{\rm orb}=-2\sum_n f_n\left\langle D\psi_n\middle|\left[(H-T)-\varepsilon_n(S-1)\right]\psi_n\right\rangle .$$

The eigenvalue equation removes $H-\varepsilon_nS$, leaving

$$\sum_aF_a^{\rm orb}=2\sum_n f_n\langle D\psi_n|(T-\varepsilon_n)\psi_n\rangle .$$

Both $D$ and $T$ are translation-invariant stencils, so they commute. Then $(DT)^{\mathsf T}=T^{\mathsf T}D^{\mathsf T}=-TD=-DT$, so $DT$ is antisymmetric, as is $D$. An antisymmetric matrix has zero expectation value in a real vector, so both terms vanish.

Now put a single atom in the cell. Your force on it is zero at every position. Yet moving it from a grid point at 6.00 bohr to the midpoint at 6.25 bohr changes the discretized energy by $-0.00322$ hartree. At 6.125 bohr, the energy differences and the analytic form both give $0.0198$ hartree/bohr; yours gives zero to rounding.

**Q:** The continuum energy of that single atom does not depend on its position. So my zero is closer to the truth than your $0.0198$.

**A:** For that atom, yes. The $0.0198$ is a discretization error, but it belongs to the energy, and the analytic force reports it faithfully. Being close to the continuum force and being the gradient of the computed energy are different properties. For the pair, too, yours is the closer one: as the grid is refined both forms converge to $0.0868$ hartree/bohr on A, which at $h=0.5$ bohr your form misses by $0.0003$ and the analytic form by $0.0090$. The 10% gap is almost entirely the dependence of the discretized energy on position relative to the grid.

Relaxation and dynamics that rely on the computed energy need the second property. Consider a closed path: move B right by 0.25 bohr, then A right, then B back, then A back. A gradient of a single-valued energy does no net work. Numerical integration gives $2.9\times10^{-9}$ hartree for the analytic force and $-5.4\times10^{-5}$ hartree for yours. Traversed the other way, the loop would yield energy on every circuit. Your force is therefore not the gradient of a slightly different single-valued energy either.

**Q:** Could this be a peculiarity of a model containing nothing but projectors?

**A:** A second model adds Gaussian wells, a density energy $G=\tfrac12g\,h\sum_g n_g^2$ and a second occupied orbital. The well term is differentiated analytically in both recipes, so only the projector term differs. Differences of this grid's energy give a force on A of $0.00126$ hartree/bohr, which the analytic form reproduces. The orbital form gives $-0.00871$, so it would move the atom uphill on the computed energy. The gap, about $0.010$ hartree/bohr, is similar to before, but here the force itself is small. On finer grids both forms converge to about $-0.0090$ hartree/bohr, so it is the coarse-grid energy gradient, not the orbital form, whose sign differs from the converged force.

**Q:** Then a finer grid should cure it.

**A:** It reduces the error. Over three rigid offsets of the pair, the rms error of the orbital form on A, relative to energy differences on the same grid, is $1.1\times10^{-2}$, $7.9\times10^{-4}$ and $1.8\times10^{-5}$ hartree/bohr at spacings of 0.5, 0.25 and 0.125 bohr. The successive reductions, roughly 14 and 45, depend on which offsets are sampled (eight evenly spaced ones give about 13 and 28) and do not establish a single power law. The analytic form stays at about $2\times10^{-12}$ throughout, because it has no grid error *relative to that grid's energy*. Its error relative to the continuum is another matter: over eight evenly spaced offsets it is $8.9\times10^{-3}$, $6.9\times10^{-4}$ and $2.5\times10^{-5}$ hartree/bohr at these spacings, against $4.5\times10^{-4}$, $2.5\times10^{-5}$ and $1.6\times10^{-6}$ for the orbital form.

**Q:** Is there any case in which my form is exact?

**A:** Yes: whenever $Dp_i=p_i'$ at every grid point. Suppose the grid has an odd number $N$ of points and the projector contains only the Fourier modes $|m|\le(N-1)/2$:

$$p(x-R)=\sum_m c_m e^{ik_m(x-R)},\qquad k_m=2\pi m/L,$$

with $L$ the cell length. A spectral $D$ multiplies each of these modes by $ik_m$, which is exactly what differentiation does. The two forms then agree for any orbital. With 25 points, the largest force difference is $4\times10^{-15}$ hartree/bohr.

Both ingredients matter in this example. Band-limited projectors with the stencil $D$ leave $3.9\times10^{-4}$ hartree/bohr, and the original compact projectors with the spectral $D$ leave $3.0\times10^{-3}$.

The single-atom grid dependence disappears as well in the projector-only model. Now $\partial p/\partial R=-Dp$ on the grid, so moving the atom multiplies its projectors by $Q=e^{-RD}$. This matrix is orthogonal because $D$ is antisymmetric, and it commutes with $T$. Replacing $\psi$ by $Q\psi$ leaves every overlap, the constraint and the energy unchanged. The computed energies at four positions agree to $2\times10^{-15}$ hartree.

The price is locality. A nonzero finite Fourier sum has only finitely many zeros in the cell, so it cannot vanish throughout an interval. Strictly band-limited projectors therefore cannot be strictly confined to atomic spheres, which is what keeps the cost of each overlap independent of system size.

**Q:** And without $Dp_i=p_i'$, are the forces bound to differ?

**A:** Not in every state. The errors in $\partial P/\partial R$ can cancel in the force, or symmetry can make both forces vanish. A single atom exactly on a grid point, with a nondegenerate ground state, is such a case: reflection makes its energy even in the displacement, so the exact force is zero, as yours is. But that is agreement at a point. What holds for any differentiable projector, wherever the self-consistent orbitals vary smoothly with the atomic positions, is the gradient formula with $p_i'$ itself. Use that in the routine when the force must be the gradient of the computed energy, as in line searches or energy-conserving dynamics, and check it against differences of reconverged energies with the atoms away from symmetric positions. It inherits the grid-position error of that energy. In both models here, with unfiltered projectors on a coarse grid, the orbital form is closer to the grid-converged force, at the price of not being a gradient. The numerical output below gives the values for both forms.

## Computed values

```
cell length 12.0 bohr; grid spacing 0.500 bohr
projector radius 1.3 bohr; positions 4.07, 7.23 bohr
K even, odd: -2.0, -1.0 hartree; U 0.3 hartree
DS even, odd: 0.2, 0.1 (model units)
two-atom energy -1.58696463 hartree
occupied eigenvalue -0.75291014 hartree
atom A even: P 0.508519 (model units)
  dP/dR analytic 0.028015, orbital 0.025290 per bohr
atom A odd: P 0.002831 (model units)
  dP/dR analytic -0.075701, orbital -0.069383 per bohr
force A energy difference 0.09588694 hartree/bohr
force A analytic projector 0.09588694 hartree/bohr
force A orbital derivative 0.08655172 hartree/bohr
force B energy difference -0.08268988 hartree/bohr
force B analytic projector -0.08268988 hartree/bohr
force B orbital derivative -0.08655172 hartree/bohr
net force analytic 0.01319705 hartree/bohr
net force orbital -2.2e-15 hartree/bohr
orbital minus analytic, A: -0.009335 hartree/bohr = -0.4800 eV/angstrom
general model: v0 1.0 hartree, g 0.3 hartree bohr
general model: well width 0.6 bohr, electrons 4
general model force A: energy difference 0.00126450 hartree/bohr
  analytic 0.00126450, orbital -0.00870978 hartree/bohr
single atom: E(6.25 bohr)-E(6.00 bohr) -0.00321792 hartree
single atom at 6.125 bohr: energy-difference force 0.01981674 hartree/bohr
  analytic 0.01981674, orbital -1.9e-15 hartree/bohr
closed loop side 0.25 bohr: analytic work 2.9e-09 hartree
closed loop: orbital work -0.00005380 hartree
spacing 0.500 bohr: rms error analytic 1.8e-12, orbital 1.07e-02 hartree/bohr
spacing 0.250 bohr: rms error analytic 2.1e-12, orbital 7.89e-04 hartree/bohr
spacing 0.125 bohr: rms error analytic 2.3e-12, orbital 1.75e-05 hartree/bohr
odd grid: 25 points, spacing 0.480 bohr
largest orbital-analytic force difference, hartree/bohr:
  band-limited projector, spectral D: 4.1e-15
  band-limited projector, stencil D: 3.88e-04
  compact projector, spectral D: 3.03e-03
band-limited single-atom energy spread 1.8e-15 hartree
```
